# Four hydrogenic Slater integrals for the 1s and 2s shells

**Question**

I am trying to evaluate the Coulomb and exchange integrals between 1s and 2s electrons in closed form, using hydrogenic orbitals for nuclear charge $Z$. In hartree atomic units my radial functions are

$$P_{1s}(r)=2Z^{3/2}\,r\,e^{-Zr},\qquad P_{2s}(r)=\frac{Z^{3/2}}{\sqrt2}\,r\left(1-\frac{Zr}{2}\right)e^{-Zr/2},$$

normalized so that $\int_0^\infty P^2\,dr=1$. With $r_>$ the larger of $r_1$ and $r_2$, the integrals are

$$F^0(a,b)=\int_0^\infty\!\!\int_0^\infty \frac{P_a(r_1)^2P_b(r_2)^2}{r_>}\,dr_1dr_2,$$

$$G^0(a,b)=\int_0^\infty\!\!\int_0^\infty \frac{P_a(r_1)P_b(r_1)\,P_a(r_2)P_b(r_2)}{r_>}\,dr_1dr_2 .$$

I need $F^0(1s,1s)$, $F^0(1s,2s)$, $G^0(1s,2s)$ and $F^0(2s,2s)$.

For the first one I wrote $1/r_>=1/r_1$, integrated $r_2$ from $0$ to $r_1$ and then $r_1$ from $0$ to infinity. That gave $5Z/16$, and I suspect I have lost something. For the 2s shell the polynomials get out of hand, and for $G^0$ I don't know how to picture a "charge density" $P_{1s}P_{2s}$ that changes sign. Is there an organized way to do all four? And how would they be used together in an actual atom?

**Answer**

Your $5Z/16$ is the correct contribution from the region $r_2<r_1$. The region $r_2>r_1$ is missing. For two equal densities it contributes the same amount, so your first integral is twice what you found. The same idea, organized through the charge enclosed within a radius, handles all four integrals.

**Why there is only $1/r_>$**

The Coulomb interaction has the expansion

$$\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\theta_{12}),$$

where here $P_k$ is a Legendre polynomial. An s orbital has no angular dependence, so both the densities $|\psi_a|^2$ and the product $\psi_a\psi_b$ are spherically symmetric. Averaging $P_k(\cos\theta_{12})$ over the directions of one electron gives zero for $k\ge1$ and one for $k=0$. Hence $F^0$ and $G^0$ are the complete direct and exchange Coulomb integrals for s orbitals.

**Removing $Z$**

Both radial functions satisfy $P_Z(r)=Z^{1/2}P_{Z=1}(Zr)$. Put $x=Zr$. The four factors of $P$ contribute $Z^2$, the measure $dr_1dr_2$ contributes $Z^{-2}$, and $1/r_>$ becomes $Z/x_>$. Each integral is therefore $Z$ times its value at $Z=1$. This requires both orbitals to belong to the same $Z$. From here until the results are collected, $Z=1$.

**Enclosed charge and potential**

For a radial density $\rho(r)$, define

$$Q(r)=\int_0^r\rho(s)\,ds,\qquad V(r)=\frac{Q(r)}r+\int_r^\infty\frac{\rho(s)}s\,ds .$$

$Q$ is the charge inside radius $r$, counted in units of one electron's charge, and $V$ is the potential: the inner charge acts as if it sat at the centre, while each outer shell contributes the constant potential of its interior. Splitting the $r_1$ integration at $r_1=r_2$ gives

$$\int\!\!\int\frac{\rho_a(r_1)\rho_b(r_2)}{r_>}\,dr_1dr_2=\int_0^\infty\rho_b(r)V_a(r)\,dr. \tag{1}$$

If $\rho_a=\rho_b=\rho$, exchanging the names of $r_1$ and $r_2$ maps one region onto the other, so

$$\int\!\!\int\frac{\rho(r_1)\rho(r_2)}{r_>}\,dr_1dr_2=2\int_0^\infty\frac{\rho(r)Q(r)}r\,dr. \tag{2}$$

The factor 2 is the one you lost. The remaining integrals all have the form

$$\int_0^\infty r^ne^{-ar}\,dr=\frac{n!}{a^{n+1}}. \tag{3}$$

**$F^0(1s,1s)$**

The density is $\rho_{1s}=4r^2e^{-2r}$. An antiderivative of $s^2e^{-2s}$ is $-e^{-2s}(s^2/2+s/2+1/4)$, as differentiation confirms. Therefore

$$Q_{1s}(r)=1-e^{-2r}(1+2r+2r^2).$$

Insert this in (2):

$$\begin{aligned}
\int_0^\infty\frac{\rho_{1s}Q_{1s}}r\,dr
&=4\int_0^\infty re^{-2r}dr-4\int_0^\infty(r+2r^2+2r^3)e^{-4r}dr\\
&=4\cdot\frac14-4\left(\frac1{16}+\frac{2\cdot2}{64}+\frac{2\cdot6}{256}\right)\\
&=1-\frac{11}{16}=\frac5{16}.
\end{aligned}$$

This is your number. Doubling it gives $F^0(1s,1s)=5/8$.

**$F^0(1s,2s)$**

The two densities now differ, so use (1) with the simpler potential, that of the 1s electron. Its outer part is

$$\int_r^\infty4s\,e^{-2s}ds=e^{-2r}(1+2r).$$

Adding $Q_{1s}/r=1/r-e^{-2r}(1/r+2+2r)$ gives

$$V_{1s}(r)=\frac1r-e^{-2r}\left(1+\frac1r\right).$$

Far out this is the potential $1/r$ of a unit point charge. The second term is the correction felt by an electron that penetrates the 1s cloud.

The 2s density is

$$\rho_{2s}=\frac12r^2\left(1-\frac r2\right)^2e^{-r}
=\frac12\left(r^2-r^3+\frac{r^4}4\right)e^{-r}.$$

The point-charge term gives

$$\left\langle\frac1r\right\rangle_{2s}=\frac12\int_0^\infty\left(r-r^2+\frac{r^3}4\right)e^{-r}dr=\frac12\left(1-2+\frac64\right)=\frac14 .$$

For the penetration term, multiply out the polynomial:

$$\left(r^2-r^3+\frac{r^4}4\right)\left(1+\frac1r\right)=r-\frac34r^3+\frac14r^4,$$

because the two $r^2$ terms cancel and $-r^3+r^3/4=-3r^3/4$. The exponentials combine to $e^{-3r}$, so the amount to subtract is

$$\frac12\left(\frac19-\frac34\cdot\frac6{81}+\frac14\cdot\frac{24}{243}\right)
=\frac12\left(\frac{18-9+4}{162}\right)=\frac{13}{324}.$$

Thus

$$F^0(1s,2s)=\frac14-\frac{13}{324}=\frac{81-13}{324}=\frac{17}{81}.$$

If the 1s charge were concentrated at the nucleus, the result would be $1/4$. Penetration lowers it to about $0.210$.

**$G^0(1s,2s)$**

The overlap density is

$$\rho_{12}=P_{1s}P_{2s}=\sqrt2\,r^2\left(1-\frac r2\right)e^{-3r/2}.$$

It is positive inside the 2s node at $r=2$ and negative outside. You can treat it as a charge distribution with both signs; equations (1) and (2) never assumed a positive density. Its enclosed charge follows from

$$\frac{d}{dr}\left(r^3e^{-3r/2}\right)=3r^2\left(1-\frac r2\right)e^{-3r/2},$$

which is $3/\sqrt2$ times $\rho_{12}$. Since $Q_{12}(0)=0$,

$$Q_{12}(r)=\frac{\sqrt2}3\,r^3e^{-3r/2}.$$

It vanishes at infinity: the total overlap charge is zero because the orbitals are orthogonal.

Now use $\rho_{12}=Q_{12}'$ in (2) and integrate by parts:

$$G^0=\int_0^\infty\frac{2Q_{12}Q_{12}'}r\,dr
=\left[\frac{Q_{12}^2}r\right]_0^\infty+\int_0^\infty\frac{Q_{12}^2}{r^2}\,dr .$$

The bracket is zero at both ends, since $Q_{12}^2/r$ behaves as $r^5$ near the origin and decays exponentially at large $r$. What remains is

$$G^0(1s,2s)=\frac29\int_0^\infty r^4e^{-3r}dr=\frac29\cdot\frac{24}{243}=\frac{16}{729}.$$

The integrand $Q_{12}^2/r^2$ shows that $G^0$ is positive although $\rho_{12}$ changes sign. It also shows why $G^0$ is small. The enclosed charge is largest at the node, where $Q_{12}(2)=(8\sqrt2/3)e^{-3}\approx0.188$, and it enters squared. For an ordinary one-electron density, $Q$ rises to 1.

The same integration by parts is valid for $F^0(a,a)$, but there $Q=1-(\ldots)e^{-ar}$, and expanding $Q^2/r^2$ produces separate terms that diverge at $r=0$, even though their sum is finite. Form (2) avoids this.

**$F^0(2s,2s)$**

First find $Q_{2s}$ without a long chain of partial integrations. Write $\rho_{2s}=p(r)e^{-r}$ with

$$p=\frac{r^2}2-\frac{r^3}2+\frac{r^4}8,$$

and try $Q_{2s}=1-q(r)e^{-r}$, with $q$ a polynomial. Differentiation gives $Q_{2s}'=(q-q')e^{-r}$, so we need $q-q'=p$. The solution is the sum of $p$ and all its derivatives, because subtracting the derivative of that sum leaves $p$:

$$\begin{aligned}
p'&=r-\tfrac32r^2+\tfrac12r^3, & p''&=1-3r+\tfrac32r^2,\\
p'''&=-3+3r, & p''''&=3 .
\end{aligned}$$

Adding these to $p$, the $r^3$ terms cancel and

$$Q_{2s}(r)=1-e^{-r}\left(1+r+\frac{r^2}2+\frac{r^4}8\right).$$

At $r=0$ this is zero, as it must be.

In (2), the "1" in $Q_{2s}$ produces $\langle1/r\rangle_{2s}=1/4$. The other part requires the product

$$\begin{aligned}
&\left(r-r^2+\frac{r^3}4\right)\left(1+r+\frac{r^2}2+\frac{r^4}8\right)\\
&\quad=r-\frac{r^3}4-\frac{r^4}4+\frac{r^5}4-\frac{r^6}8+\frac{r^7}{32}.
\end{aligned}$$

The coefficients, power by power, are:

- $r^2$: $1-1=0$
- $r^3$: $\frac12-1+\frac14=-\frac14$
- $r^4$: $-\frac12+\frac14=-\frac14$
- $r^5$: $\frac18+\frac18=\frac14$
- $r^6$ and $r^7$: one product each, $-\frac18$ and $\frac1{32}$

Including the prefactor $\frac12$ of $\rho_{2s}$ and using (3) with $a=2$, the subtracted integral is

$$\begin{aligned}
&\frac12\left(\frac14-\frac14\cdot\frac38-\frac14\cdot\frac34+\frac14\cdot\frac{15}8-\frac18\cdot\frac{45}8+\frac1{32}\cdot\frac{315}{16}\right)\\
&\quad=\frac12\cdot\frac{128-48-96+240-360+315}{512}=\frac{179}{1024}.
\end{aligned}$$

Hence

$$F^0(2s,2s)=2\left(\frac14-\frac{179}{1024}\right)=\frac{256-179}{512}=\frac{77}{512}.$$

**The four results**

Restoring the factor $Z$, in hartree:

$$\begin{aligned}
F^0(1s,1s)&=\frac{5Z}8=0.6250\,Z, & F^0(1s,2s)&=\frac{17Z}{81}=0.2099\,Z,\\
G^0(1s,2s)&=\frac{16Z}{729}=0.0219\,Z, & F^0(2s,2s)&=\frac{77Z}{512}=0.1504\,Z.
\end{aligned}$$

These are exact for the stated orbitals. The orbitals themselves are an approximation in any atom with more than one electron.

**Using all four: beryllium**

Take the non-relativistic Be atom, $Z=4$, with a fixed point nucleus and a single determinant $1s^22s^2$. Let both orbitals be hydrogenic with a common effective charge $\zeta$, which may differ from the true nuclear charge. The common $\zeta$ keeps them orthogonal, and the integrals above apply with $Z$ replaced by $\zeta$.

There are six electron pairs. One is the 1s pair, one is the 2s pair, and four join a 1s to a 2s electron. Of those four, two have parallel spins and each of these also contributes $-G^0$. The repulsion energy is therefore $C\zeta$, with

$$\begin{aligned}
C&=\frac58+4\cdot\frac{17}{81}-2\cdot\frac{16}{729}+\frac{77}{512}\\
&=0.6250+0.8395-0.0439+0.1504=1.5710 .
\end{aligned}$$

A hydrogenic orbital with charge $\zeta$ has energy $-\zeta^2/2n^2$ in its own Coulomb field. Its attraction energy there is $-\zeta\langle1/r\rangle$, with $\langle1/r\rangle=\zeta$ for 1s and $\zeta/4$ for 2s. Subtracting attraction from total energy leaves the kinetic energies $\zeta^2/2$ and $\zeta^2/8$. With two electrons in each orbital, and the true nuclear charge $Z$ in the attraction,

$$E(\zeta)=\frac54\zeta^2-\frac52Z\zeta+C\zeta .$$

For unscreened orbitals, $\zeta=4$:

$$E=20.000-40.000+6.284=-13.716\ \text{hartree}.$$

Now let $\zeta$ adjust. Setting $dE/d\zeta=\frac52\zeta-\frac52Z+C=0$ gives

$$\zeta=Z-\frac25C=4-0.628=3.372 .$$

This is a minimum because the coefficient of $\zeta^2$ is positive. The stationary condition also says $-\frac52Z+C=-\frac52\zeta$, so

$$E_{\min}=\frac54\zeta^2-\frac52\zeta^2=-\frac54\zeta^2=-14.210\ \text{hartree}\approx-386.7\ \text{eV}.$$

The smaller $\zeta$ expands the orbitals. Compared with $\zeta=4$, this weakens the nuclear attraction from $-40.000$ to $-33.716$ hartree, but the kinetic energy falls from $20.000$ to $14.210$ and the repulsion from $6.284$ to $5.297$. The two reductions together outweigh the lost attraction.

Both totals are expectation values of the atomic Hamiltonian, so they are upper bounds to its ground-state energy. To see what the restricted orbital shapes cost, I compared with a restricted Hartree–Fock calculation, which also uses one $1s^22s^2$ determinant but optimizes the radial functions. I expanded them in 22 s-type Gaussians with exponents $0.03\times2.2^k$ bohr$^{-2}$, $k=0,\ldots,21$, and iterated to self-consistency. The energy is $-14.573$ hartree, which is $0.363$ hartree below the best hydrogenic determinant with a common $\zeta$. That gap measures the cost of forcing hydrogenic shapes with one common charge on both shells. It does not include electron correlation, which both single-determinant calculations omit.
